Finite-size correction for vertical charge transitions with frozen ionic polarisation, part 2

A charged defect in a supercell has its ions relaxed in that cell. Its charge number then changes from q to q' = q+Δq with the ions fixed (Δq = −1 for electron capture). The supercell energy must be corrected to that of an isolated defect, here in a polar sheet in vacuum. Energies are in eV and lengths in nm.

Here e is the elementary charge and ε_v the vacuum permittivity. The labels 0 and ∞ denote the static and the purely electronic response, with dielectric constants ε_0 and ε_∞ and operators G_0 and G_∞ that turn charge into potential. The initial defect charge ρ, of normalised shape n, and the bound charge ρ_ion of the ions satisfy

G_∞(ρ+ρ_ion) = G_0ρ.    (1)

W_x is e² times the self-interaction of n through G_x, with a neutralising background in the supercell; C_x is its isolated value minus its supercell value. The corrections to the vertical energy and to the total energy of a neutral final state, and the energy R released when the ions later relax, are

δE_vert = q Δq C_0 + ½(Δq)²C_∞,    (4)

δE_final = ½q²C_0 − q²C_0 + ½q²C_∞ = ½q²(C_∞−C_0),    (5)

R = ½(Δq)²(W_∞−W_0).    (6)

In a uniform isotropic bulk, with field E,

ρ_ion = −ε_v(ε_0−ε_∞)∇·E = −(1−ε_∞/ε_0)ρ.    (7)

A scalar recipe therefore gives the ions the charge number q_ion = −q(1−ε_∞/ε_0), screens q+q_ion with ε_∞, and corrects the vertical energy by

½[(q+q_ion+Δq)²−(q+q_ion)²]C_∞
= (q+q_ion)ΔqC_∞ + ½(Δq)²C_∞
= q(ε_∞/ε_0)ΔqC_∞ + ½(Δq)²C_∞.    (8)

For a sheet normal to z with constants ε_∥(z) and ε_⊥(z) (in the plane, ε_0∥ and ε_∞∥ for the two responses), a Gaussian charge of standard deviation w has the profile g(z), with ∫g dz = 1. At in-plane wave number k its potential profile f_k(z) obeys

−d/dz(ε_⊥ df_k/dz) + ε_∥k²f_k = g,    (9)

and decays as exp(−kz) in the vacuum above an isolated sheet. In a cell of in-plane area S and large height H, the background adds about e²H/(12ε_vS) to both W_0 and W_∞.

Q: You said that the frozen ionic charge of a sheet has no fixed bulk fraction. Show me.

A: Take an isolated sheet at small k, so that f_k hardly varies across it. Integrate equation (9) across the sheet. The flux leaving through the two sides is 2kf_k. The in-plane term adds k²f_k∫ε_0∥dz. This integral is the sheet thickness plus X, where X = ∫(ε_0∥−1)dz. The thickness contributes k² times itself, which is negligible beside 2k when k times the thickness is small. What remains is k²Xf_k, so that

f_k = 1/(2k+k²X).

The ionic susceptibility integrated across the sheet is χ_2D = ∫(ε_0∥−ε_∞∥)dz. Polarisation along z carries no net charge across the sheet, because it vanishes outside. The in-plane polarisation gives, per unit defect charge,

ρ_ion(k)/ρ(k) = −k²χ_2D f_k = −kχ_2D/(2+kX).    (10)

This tends to zero as k → 0. Seen from far away in the plane, the sheet's ions have merely rearranged charge; they have not reduced the total. At shorter wavelengths the compensation is substantial, so the answer depends on k.

Q: Put in a polar material. Which one has a large enough difference between the two dielectric constants to matter?

A: I take rough parameters in the regime of monolayer hafnium disulfide, a layered semiconductor considered for transistor channels. The sheet is 0.6 nm thick, with its faces smoothed over 0.05 nm. The in-plane constants are 10 for the electronic response and 25 for the static one. The normal constants are 5 and 6. The lattice constant is 0.36 nm.

The defect is a donor at the cation plane, modelled by a charge of width w = 0.15 nm. It captures an electron, so q = 1 and Δq = −1. This describes a compact donor state and is not a first-principles result for a particular impurity.

For this sheet χ_2D = 15×0.6 nm = 9 nm and X = 24×0.6 nm = 14.4 nm. At k = 0.001 nm⁻¹, equation (10) gives

−0.009/(2+0.0144) = −0.00447,

and the full solution gives the same value to these digits. At k = 0.1, 1 and 5 nm⁻¹ the full solution gives −0.26, −0.53 and −0.58. For a uniform bulk with constants 10 and 25, the fraction is −0.60 at every non-zero k, by equation (7).

Q: Now the correction itself.

A: The main cell has 6×6 primitive cells, a side of 2.16 nm, a height of 3.0 nm and an area S = 4.041 nm². The solutions give

W_0: isolated 0.7162 eV, supercell 0.7428 eV,
W_∞: isolated 1.3635 eV, supercell 0.9969 eV.

Subtraction gives C_0 = −0.0266 eV and C_∞ = 0.3666 eV. With qΔq = −1 and (Δq)² = 1,

δE_vert = −(−0.0266 eV) + ½(0.3666 eV) = 0.210 eV.

The correction to the total energy of the neutral final state is

½(C_∞−C_0) = ½(0.3666+0.0266) eV = 0.197 eV.

Your neutral cell therefore needs almost 0.2 eV, even though it contains no net charge.

Q: These numbers still depend on formulas that used your identity for the frozen ions. Have you tried freezing actual ionic coordinates?

A: Not atom by atom, but within the continuum model. In a separate calculation the ionic polarisation was described by explicit harmonic coordinates, and only the electronic constants screened. Their energy was minimised for q = 1, the coordinates were frozen, and the charge was changed to zero. The results, with the corrections from equation (4), are:

6×6, height 2.0 nm: −0.0892 + 0.0548 = −0.034 eV
6×6, height 3.0 nm: −0.2443 + 0.2099 = −0.034 eV
9×9, height 3.0 nm: −0.0822 + 0.0478 = −0.034 eV
12×12, height 4.0 nm: −0.0667 + 0.0322 = −0.034 eV

The isolated solution gives −0.7162+½(1.3635) = −0.034 eV. All four corrected energies were tested against it and agree within 0.5 meV. The transition from −1 to −2 in the main cell was tested in the same way and agrees within 1 meV.

To check the open boundary, periodic cells with equal side and height, from 60 to 160 nm, were extrapolated to infinite size with a fourth-degree polynomial in the inverse side. This also gives −0.034 eV. These comparisons test the algebra and its numerical solution within the continuum model. They do not test whether the model describes a real donor.

Q: Is −0.034 eV the energy at which the donor captures an electron?

A: No. It is only the electrostatic energy change of the model charge, including the charge's interaction with itself. It therefore depends on the assumed width: at 0.20 nm instead of 0.15 nm it is −0.047 eV. The orbital energy, the short-range chemistry and the energy of the electron in its reservoir are absent. A first-principles supercell supplies those contributions, and equation (4) corrects its long-range part.

Q: Two of your cells have the same height but very different corrections. Two others have the same side and also differ. Which dimension should I enlarge?

A: Both together. Going from the 6×6 cell of height 3 nm to 12×12 with 6 nm and 24×24 with 12 nm lowers the correction from 0.210 to 0.121 and 0.038 eV. The approach to zero need not be steady: for 12×12 with 4 nm, 24×24 with 8 nm and 48×48 with 16 nm the corrections are 0.032, −0.008 and −0.029 eV. At 96×96 with 32 nm the value is still −0.030 eV, and it returns towards zero slowly, being −0.022 eV at 192×192 with 64 nm and −0.013 eV at 384×384 with 128 nm. The first series also crosses zero, reaching −0.006 eV at 48×48 with 24 nm and −0.018 eV at 96×96 with 48 nm. Enlarging the height alone eventually makes matters worse, whatever the side. For the 6×6 cell the asymptotic growth of either W is

e²/(12ε_vS) = 18.0951 eV nm/(12×4.041 nm²) = 0.373 eV/nm.

The solution for W_0 between heights of 20 and 30 nm gives 0.3725 eV/nm. Both C_0 and C_∞ fall at this rate, so for q = 1 and Δq = −1 the correction grows at

0.373 − ½(0.373) = 0.187 eV/nm.

Between heights of 2 and 3 nm it grows by 0.155 eV. The difference is no contradiction, because the asymptotic rate neglects terms that matter when the sheet occupies an appreciable part of the height. At a fixed height of 3 nm, going from 6×6 to 9×9 lowers the correction from 0.210 to 0.048 eV. This is not a steady approach to zero: at 48×48 and the same height the correction is −0.088 eV. With the height fixed, the charge and its images along z form a column, and the supercell energies W_0 and W_∞ eventually grow with the logarithm of the side.

Q: How much would I lose by choosing a simpler recipe?

A: In the main cell, against 0.210 eV from equation (4), the alternatives give:

all static, ½(q'²−q²)C_0: 0.013 eV
all electronic, ½(q'²−q²)C_∞: −0.183 eV
scalar bulk charge, equation (8): 0.037 eV

For the last I used the in-plane ratio 10/25 = 0.4, so its value is −0.4(0.3666)+½(0.3666) = 0.037 eV. Its error relative to equation (4) is 0.173 eV.

For the heights calculated here from 3 nm upwards, the size of this error grows with the vacuum. The scalar recipe replaces C_0 by 0.4C_∞. Both C_0 and C_∞ contain the same background term, falling at 0.373 eV/nm, but the recipe multiplies that term by 0.4. The expected growth of the error is 0.6×0.373 = 0.224 eV/nm. The calculated errors are 0.804 eV at a height of 6 nm and 2.126 eV at 12 nm, an average growth of 0.220 eV/nm.

Q: How large is the later relaxation?

A: For the isolated defect,

R = ½(1.3635−0.7162) eV = 0.324 eV.

In the main supercell it would be ½(0.9969−0.7428) = 0.127 eV. The difference is the correction of 0.197 eV found above. Without the correction, the main cell would therefore give less than half of this model's relaxation energy. That energy also depends on the width of the charge: at 0.20 nm the isolated value is 0.275 eV.

R also sets a thermal width. Near the initial minimum, let y be a displacement along the coordinate that the transition drives, with elastic energy ½κy². The vertical energy contains a linear term ay. Relaxation after the transition releases a²/(2κ) = R. Classical fluctuations have ⟨y²⟩ = k_BT/κ, so the variance of the vertical energy is

a²k_BT/κ = 2Rk_BT.

The standard deviation at 300 K is 0.13 eV. This estimate neglects quantum motion of the ions. It describes a spread of vertical energies, and not an error of the mean.

Q: Is the response really linear so close to a charged donor?

A: I can give a scale. At 0.36 nm from the donor the static in-plane field is 6.0 MV/cm and the ionic polarisation is 8.0 uC/cm2. With a rough Born charge of 6 per primitive cell, this corresponds to a relative ionic displacement of 0.0056 nm. That is 1.6% of the lattice constant. In the mid-plane the field of the model charge peaks near 0.2 nm at about 7.5 MV/cm, which gives 0.007 nm or 1.9%. This makes a harmonic response plausible but does not prove it. A defect that breaks a bond or moves to another energy minimum lies outside the derivation.

Q: And how certain are the inputs of the model?

A: Widening the charge from 0.15 to 0.20 nm changes the main-cell correction by −0.016 eV. Making the sheet 0.7 nm thick changes it by −0.029 eV, with the normal constants and the integrated in-plane polarisability held fixed. The second change matters because a monolayer has no unique dielectric thickness. The in-plane constants matter more. Lowering the electronic one from 10 to 8 changes the correction by 0.061 eV, and lowering the static one from 25 to 20 changes it by −0.084 eV. The static value is rough and could be much larger: at 50 the correction doubles to 0.41 eV and the isolated relaxation energy becomes 0.47 eV. The first of these changes also makes the isolated energy of −0.034 eV positive, so neither the sign of that energy nor the exact size of the correction should be read as a property of hafnium disulfide. In an actual calculation, the profiles should come from the same electronic-structure method as the supercell energy, since it is that calculation's image interaction that must be removed.

Q: Set this beside a real channel. It will not be a clean sheet in vacuum.

A: The large gap between the in-plane static and electronic constants is the feature for which I chose hafnium disulfide; the particular values are rough. The assumption of vacuum is the one that a transistor most plainly breaks. With surroundings on both sides of static constant 4 and electronic constant 2, roughly like silicon dioxide, the isolated vertical electrostatic energy rises by 0.094 eV, from −0.034 to 0.060 eV. This is a physical change of environment and must not be confused with the supercell correction. A nearby metal gate or a different oxide would need its own boundary condition.

A channel in use also contains carriers. For 10¹² cm⁻² at 300 K, linear screening, with a carrier response taken as independent of wave number, changes the isolated energy by 0.011 eV if the carriers follow both the initial charge and the transition. This small number is what remains when W_0 falls by 0.340 eV and W_∞ by 0.658 eV. If the carriers screened the initial charge but could not follow the transition, the energy would rise by 0.340 eV instead. With three valleys and a rough density-of-states mass of 0.4 electron masses in each, the density is 0.077 of the thermal density of states, so the gas is non-degenerate. Its response weakens above the thermal wave number, about 0.5 nm⁻¹ for this mass, whereas the model charge extends to several nm⁻¹. With that weakening included, W_0 falls by 0.31 eV and W_∞ by 0.56 eV, and the net change is 0.03 eV instead of 0.011 eV. The linear estimate is nevertheless unreliable here. Even the screened potential exceeds k_BT/e at 2 nm from the donor, and at this density a circle of that radius holds only 0.13 carriers on average. These figures show that carriers can matter, but not by how much.

Q: When should I refuse to use the correction at all?

A: When the charge is not localised within the supercell, for then there is no isolated n to compare with. A shallow donor may fail this condition even if its nominal charge is well defined. Refuse it also when the ions move during the transition, when the response is strongly non-linear, or when the initial ions were not relaxed in the cell being corrected. If none of these objections applies but the sheet is asymmetric or the defect lies off its mid-plane, equation (4) can still be used, with one condition. If the sheet has a net dipole along z, the artificial field caused by its periodic images must first be removed, because it changes the host potential at the defect. The symmetric solution used for these numbers does not apply to such cases, and W_0 and W_∞ must be calculated for the actual arrangement. They must also treat the dipole field in the same way as the supercell calculation does, because removing that field also affects the dipole of an off-centre defect charge. The numerical output below gives the values for the symmetric case.

Calculated quantities

```
Charge number: 1 -> 0
Sheet thickness 0.6 nm, face smoothing 0.05 nm
Lattice constant 0.36 nm, charge width 0.15 nm
Electronic constants: in-plane 10.0, normal 5.0
Static constants: in-plane 25.0, normal 6.0
e^2/eps_vacuum = 18.0951 eV nm
Main cell: side 2.16 nm, height 3.0 nm, area 4.041 nm^2
Isolated W_static = 0.7162 eV, W_optical = 1.3635 eV
Supercell W_static = 0.7428 eV, W_optical = 0.9969 eV
C_static = -0.0266 eV, C_optical = 0.3666 eV
Vertical correction = 0.2099 eV = 209.9 meV
Final-state total-energy correction = 0.1966 eV
Isolated vertical electrostatic energy = -0.0345 eV
Large-cell extrapolation of it = -0.0345 eV
Cell, height (nm): explicit-ion energy, correction, sum (eV)
  6x6, 2.0: -0.0892, 0.0548, -0.0345
  6x6, 3.0: -0.2443, 0.2099, -0.0345
  9x9, 3.0: -0.0822, 0.0478, -0.0345
  12x12, 4.0: -0.0667, 0.0322, -0.0345
Other recipes for the main-cell vertical correction:
  all static: 0.0133 eV
  all electronic: -0.1833 eV
  scalar bulk ionic charge: 0.0367 eV
Scalar-recipe error at height 6 nm: 0.804 eV; 12 nm: 2.126 eV
Bulk ionic charge / defect charge (constants 10, 25) = -0.6000
Sheet ionic charge / defect charge at in-plane k:
  k = 0.001 nm^-1: -0.00447
  k = 0.01 nm^-1: -0.04186
  k = 0.1 nm^-1: -0.25698
  k = 1.0 nm^-1: -0.52944
  k = 5.0 nm^-1: -0.58454
Small-k law at 0.001 nm^-1: -0.00447
Cubic Madelung number from direct sum = 2.8373
Bulk C, cube 3.0 nm, constant 10.0: sum 0.13468, solver 0.13468 eV
W growth with height: computed 0.3725, law 0.3732 eV/nm
Correction change on halving grid step = -0.001 meV
Isolated relaxation energy after transition = 0.3236 eV
Its finite-size correction = 0.1966 eV
Sizes of neglected effects:
  charge width 0.20 nm: correction changes by -0.0161 eV
  thickness 0.7 nm, same sheet polarisability: -0.0290 eV
  surroundings 4.0 static, 2.0 electronic, both sides:
    isolated vertical energy changes by 0.0943 eV
  carriers 1e+12 cm^-2, linear screening: 0.0108 eV
  carrier density / thermal states (mass 0.4, 3 valleys) = 0.077
  classical thermal broadening at 300 K = 0.1294 eV
  static field at 0.36 nm = 6.04 MV/cm
  ionic polarisation there = 8.03 uC/cm2
  ionic displacement (Born charge 6.0) = 0.00562 nm
```
